# Two-pulse interference of phase-randomised coherent light on a balanced coupler, part 1

(Sections cited here and not found follow in the second part.)

## Part I. One balanced coupler and two laser pulses

Two attenuated laser pulses enter the two input waveguides of a lossless coupler on a silicon chip. A photon detector sits at each output. The pulses come from separate lasers, and their relative phase is taken to change at random from one shot to the next. The experiment is repeated many times, and the product of the two detected photon numbers is averaged. One pulse is then delayed until the two no longer overlap, and the average is taken again. The problem is to find how far the first average can lie below the second, and why.

**Fields.** The pulses are narrow in frequency, so a common optical carrier is factored out and slowly varying envelopes remain. Let $a(t)$ and $b(t)$ be the annihilation operators for a photon arriving at time $t$ in the two inputs, with

$$[a(t),a^\dagger(t')]=[b(t),b^\dagger(t')]=\delta(t-t'),$$

while operators of different inputs commute. The balanced coupler acts alike at all frequencies within the pulses and gives the outputs

$$c=\frac{a+ib}{\sqrt2},\qquad d=\frac{ia+b}{\sqrt2}.$$

The factors $i$ keep the outputs independent: $[c(t),d^\dagger(t')]=\tfrac12(-i+i)\,\delta(t-t')=0$.

**Pulses.** Each input is in a coherent state with mean photon number $\mu$. The pulse shapes $u(t)$ and $v(t)$ are normalised, $\int|u|^2dt=\int|v|^2dt=1$, and the second pulse has phase $\varphi$ relative to the first. A coherent state is an eigenstate of the annihilation operators, so

$$a(t)|\psi\rangle=\sqrt\mu\,u(t)|\psi\rangle,\qquad b(t)|\psi\rangle=\sqrt\mu\,e^{i\varphi}v(t)|\psi\rangle .$$

**Detection.** Each detector integrates over the whole pulse. The photon numbers at the outputs are $N_c=\int c^\dagger c\,dt$ and $N_d=\int d^\dagger d\,dt$. The intensity correlation is $G=\langle N_cN_d\rangle$, and its value for pulses that do not overlap is $G_{\rm far}$. The visibility is the relative depth of the dip,

$$V=1-\frac{G}{G_{\rm far}} .$$

### (a) One shot with a fixed phase

*Find $\langle N_cN_d\rangle$ for a given $\varphi$ in terms of the overlap integral $\gamma=\int u^*(t)v(t)\,dt$.*

**Solution.** The output operators are linear combinations of the input operators, so $|\psi\rangle$ is an eigenstate of them too:

$$c(t)|\psi\rangle=C(t)|\psi\rangle,\qquad C=\sqrt{\frac{\mu}{2}}\,(u+ie^{i\varphi}v),$$

$$d(t)|\psi\rangle=D(t)|\psi\rangle,\qquad D=\sqrt{\frac{\mu}{2}}\,(iu+e^{i\varphi}v).$$

Because $c(t)$ commutes with $d^\dagger(t')$, the product of photon numbers can be written with all creation operators on the left:

$$N_cN_d=\iint c^\dagger(t)\,d^\dagger(t')\,d(t')\,c(t)\,dt\,dt' .$$

Acting to the right, the annihilation operators give $D(t')C(t)$. Acting to the left, the creation operators give the complex conjugate. Therefore

$$\langle N_cN_d\rangle_\varphi=W_cW_d,\qquad W_c=\int|C|^2dt,\quad W_d=\int|D|^2dt .$$

At fixed phase the two photon numbers are uncorrelated. Any correlation in the full experiment must come from shot-to-shot changes of $W_c$ and $W_d$.

To find $W_c$, expand the square:

$$W_c=\frac{\mu}{2}\left[\int|u|^2dt+\int|v|^2dt+2\,{\rm Re}\left(ie^{i\varphi}\int u^*v\,dt\right)\right]
=\mu+\mu\,{\rm Re}(ie^{i\varphi}\gamma).$$

Write $\gamma=|\gamma|e^{i\chi}$. Since ${\rm Re}(ie^{ix})=-\sin x$,

$$W_c=\mu+X,\qquad X=-\mu|\gamma|\sin(\varphi+\chi).$$

For the other output the cross term contains $(iu)^*=-iu^*$ instead of $u^*$ multiplied by $i$. Its sign is reversed:

$$W_d=\mu+\mu\,{\rm Re}(-ie^{i\varphi}\gamma)=\mu-X .$$

The opposite signs are required by energy conservation, because $W_c+W_d$ must equal the input $2\mu$. Interference moves light from one output to the other by the amount $X$. Hence

$$\langle N_cN_d\rangle_\varphi=(\mu+X)(\mu-X)=\mu^2-X^2 .$$

Whichever way the light moves, the product falls.

### (b) Random phase and the deepest dip

*Let $\varphi$ be uniformly distributed over $2\pi$. Find $G$ and $V$, and find the largest visibility that any pair of pulse shapes can give.*

**Solution.** Define the mode overlap $M=|\gamma|^2$. From part (a),

$$G=\mu^2-\langle X^2\rangle=\mu^2-\mu^2M\,\langle\sin^2(\varphi+\chi)\rangle .$$

Use $\sin^2x=\tfrac12(1-\cos2x)$. The average of $\cos 2(\varphi+\chi)$ over a full turn of $\varphi$ is zero, so the average of the squared sine is $1/2$, and

$$G=\mu^2\left(1-\frac M2\right).$$

If one pulse is delayed until $u^*(t)v(t)$ vanishes at all times, then $\gamma=0$ and $G_{\rm far}=\mu^2$. The visibility is

$$V=1-\left(1-\frac M2\right)=\frac M2 .$$

It remains to bound $M$. The integral of a squared modulus cannot be negative:

$$0\le\int|v-\gamma u|^2dt=1-\gamma^*\gamma-\gamma\gamma^*+|\gamma|^2=1-M .$$

The two middle terms come from $\int u^*v\,dt=\gamma$ and $\int v^*u\,dt=\gamma^*$. Thus $M\le1$, and

$$V\le\frac12 .$$

Equality needs $v=\gamma u$ with $|\gamma|=1$: the two pulses have the same shape up to a constant phase. Better mode matching raises the visibility towards 50 percent but cannot carry it further.

The reason can be seen shot by shot. For $G$ to vanish, $W_cW_d$ would have to vanish in every shot, which means that all the light would have to leave by one output each time. A uniformly random phase also produces shots with $X$ near zero, in which both outputs are bright. With perfectly matched modes the mean of $X^2$ is half its largest value $\mu^2$, and half of the correlation survives.

Three remarks fix the scope of this result.

- Linear loss between coupler and detectors, with transmissions $\eta_c$ and $\eta_d$, multiplies both $G$ and $G_{\rm far}$ by $\eta_c\eta_d$. The visibility does not change.
- The phases of the two lasers may each be random. The output intensities depend on their difference, and the difference of two independent uniform phases, taken modulo $2\pi$, is again uniform.
- The visibility of fringes is often defined as $(\max-\min)/(\max+\min)$. With that definition the deepest dip would have the value $(1-\tfrac12)/(1+\tfrac12)=1/3$. The 50 percent belongs to the dip depth divided by the far level.

### (c) What the random phase contributes

*Keep the balanced coupler and equal brightness, but let the phase have an arbitrary distribution. Which property of that distribution sets the visibility? Can it exceed one half?*

**Solution.** Introduce the angle $\theta=\varphi+\chi+\pi/2$. Because $\cos(x+\pi/2)=-\sin x$, the transferred energy becomes

$$X=\mu\sqrt M\cos\theta .$$

At $\theta=0$ the interference steers as much light as possible into output $c$, and at $\theta=\pi$ into output $d$. The far value is still $\mu^2$, because $X=0$ there for every phase. Therefore

$$V=\frac{\langle X^2\rangle}{\mu^2}=M\langle\cos^2\theta\rangle=\frac M2\left(1+\langle\cos2\theta\rangle\right).$$

The phase distribution enters through the single number $\langle\cos2\theta\rangle$. A uniform phase makes it zero. If $\theta$ takes the two values $0$ and $\pi$ with equal probability, it equals one, and $V=M$. Matched pulses then give a dip of 100 percent: each shot sends all its light to one output, chosen at random. Nothing but classical interference is needed for this. The limit of one half is therefore a property of coherent light with a randomised phase, and does not hold for coherent light in general.

For incomplete randomisation, let $\theta$ have a Gaussian distribution of rms width $s$ about zero. Completing the square in the exponent,

$$ik\theta-\frac{\theta^2}{2s^2}=-\frac{(\theta-iks^2)^2}{2s^2}-\frac{k^2s^2}{2},$$

and the remaining shifted Gaussian integrates to the same value as an unshifted one. Hence

$$\langle e^{ik\theta}\rangle=e^{-k^2s^2/2},\qquad \langle\cos2\theta\rangle=e^{-2s^2}.$$

For $M=1$ and $s=1$ rad the visibility is 56.8 percent, above the limit for a uniform phase. For $s=2$ rad it is 50.02 percent. The centre $\theta=0$ is the unfavourable choice for someone who relies on the limit. A Gaussian distribution centred on $\theta=\pi/2$, where both outputs are equally bright, makes $\langle\cos2\theta\rangle$ negative and gives a shallower dip.

### (d) The same limit in terms of photons

*A pair of single photons in matched modes never gives a coincidence at a balanced coupler. Laser pulses with a random phase do give coincidences. Find which photons cause them.*

**Solution.** Expand a coherent state in number states,

$$|\alpha\rangle=e^{-\mu/2}\sum_n\frac{\alpha^n}{\sqrt{n!}}\,|n\rangle,\qquad |\alpha|^2=\mu .$$

In $|\alpha\rangle\langle\alpha|$ the term $|n\rangle\langle m|$ carries the phase factor $e^{i(n-m)\varphi_a}$, where $\varphi_a$ is the phase of $\alpha$. Averaging over $\varphi_a$ removes every term with $n\neq m$. What remains is a mixture of number states with the Poisson probabilities $e^{-\mu}\mu^n/n!$. Both inputs may be treated in this way, because photon counting at the outputs does not depend on their common phase.

Consider the shots with two photons in total. One photon from each source occurs with probability $e^{-2\mu}\mu^2$. Two photons from the first source and none from the second occur with probability $e^{-2\mu}\mu^2/2$, and the reverse case is equally probable.

To follow the photons, invert the coupler relations and take the adjoint:

$$a^\dagger=\frac{c^\dagger+id^\dagger}{\sqrt2},\qquad b^\dagger=\frac{ic^\dagger+d^\dagger}{\sqrt2}.$$

Let $a_u^\dagger=\int u(t)a^\dagger(t)\,dt$ create a photon of shape $u$, and define the other operators likewise. For one photon from each source,

$$a_u^\dagger b_v^\dagger=\frac12\left(ic_u^\dagger c_v^\dagger+id_u^\dagger d_v^\dagger+c_u^\dagger d_v^\dagger-d_u^\dagger c_v^\dagger\right).$$

The last two terms put one photon in each output. Each has unit norm when applied to the vacuum, and their inner product is $\gamma\gamma^*=M$. The coincidence probability is

$$P_{11}=\frac14(1+1-2M)=\frac{1-M}{2}.$$

It vanishes for matched modes. For two photons from the first source the normalised state is created by

$$\frac{(a_u^\dagger)^2}{\sqrt2}=\frac{1}{2\sqrt2}\left[(c_u^\dagger)^2+2ic_u^\dagger d_u^\dagger-(d_u^\dagger)^2\right].$$

The middle term has amplitude $i/\sqrt2$, so $P_{20}=1/2$. By symmetry $P_{02}=1/2$. Neither depends on $M$, since these photons have no partner from the other source.

Adding the three contributions gives

$$e^{-2\mu}\left[\mu^2\,\frac{1-M}{2}+\frac{\mu^2}{2}\cdot\frac12+\frac{\mu^2}{2}\cdot\frac12\right]
=e^{-2\mu}\mu^2\left(1-\frac M2\right).$$

Far from the dip, half of the two-photon coincidences come from one photon of each source and half from pairs emitted by the same source. Mode matching can remove the first half. The second half is the floor of the dip. Making the pulses weaker does not help: both kinds of pair become rarer by the same factor, and their ratio stays the same.

## Part II. Other sources, imbalance and real detectors

The following is carried over. Two pulses with normalised shapes $u$ and $v$ and mean photon number $\mu$ each meet on a coupler. Their overlap is $\gamma=\int u^*v\,dt$, and $M=|\gamma|^2\le1$. The output operators are $c=(a+ib)/\sqrt2$ and $d=(ia+b)/\sqrt2$. At fixed phase the mean output photon numbers are $W_c=\mu+X$ and $W_d=\mu-X$, with $X=\mu\sqrt M\cos\theta$, where $\theta$ is the relative phase measured from full steering into output $c$. For uniform $\theta$ the correlation is $G=\langle N_cN_d\rangle=\mu^2(1-M/2)$, and the visibility relative to non-overlapping pulses is $V=M/2$.

### (e) Sources with other photon statistics

*Replace the lasers by independent sources of equal mean photon number $\bar n$, each emitting into one mode and each without a phase reference. Find $V$ in terms of $g=\langle n(n-1)\rangle/\bar n^2$ for each source.*

For equally bright laser pulses with a uniformly random relative phase on a balanced coupler, the visibility is $V=M/2$, at most one half, because pairs from the same source still give coincidences. Question (e) on other photon statistics remains to be solved, followed by imbalance, click detectors, Gaussian pulses and a worked example.
